# Electronic permittivity of a tight-binding chain from Berry-phase polarisation

Suppose one wants the permittivity of an insulating crystal and proceeds as for a molecule: add the potential of a uniform field to the Hamiltonian, find the ground state, and divide the induced dipole by the field. In a periodic crystal this fails twice.

First, the dipole of a cell is not defined by the charges in it. Take a chain with cell length $a$, an orbital A at $0$ and an orbital B at $\tau$, holding $n_A$ and $n_B$ electrons. The electronic dipole of the cell is $-\tau n_B$. If the cell is drawn to start at B, its A orbital lies at $a$ and the dipole is $-\tau n_B-a n_A$. When a field changes $n_A$ by $\delta n_A$, the two induced dipoles differ by $-a\,\delta n_A$. Site charges do not record which way the electrons moved, through the bond inside the cell or through the one between cells.

Second, there is no ground state. In a field $\mathcal E$, an electron taken across the gap $E_g$ and moved a distance $L$ down the potential changes the energy by about $E_g-\mathcal E L$, which is negative for large $L$, however weak the field.

A working scheme needs a dipole that keeps track of displacement, and a way to select the polarised insulating state rather than the lowest state.

## The model and its permittivity

Hartree atomic units are used, with electron charge $-1$. The electrons are independent, one band is doubly occupied, and the ions are clamped. The site energies are $-\Delta$ on A and $+\Delta$ on B; the hopping amplitudes are $-t_1$ inside a cell and $-t_2$ between cells. The position operator is taken diagonal in the orbitals, with values $x_{Rj}=Ra+\tau_j$, where $\tau_A=0$ and $\tau_B=\tau$.

A Bloch state has amplitude $e^{ikx_{Rj}}u_j(k)$ on orbital $j$ of cell $R$. With this phase convention

$$H_k=\begin{pmatrix}-\Delta&h\\h^*&\Delta\end{pmatrix},\qquad h=-t_1e^{ik\tau}-t_2e^{-ik(a-\tau)}.$$

The Bloch state must be the same at $k$ and $k+2\pi/a$, so

$$u_j(k+2\pi/a)=e^{-2\pi i\tau_j/a}u_j(k).$$

To turn a chain into a dielectric, let parallel chains each occupy a cross-section $A$, without interacting. Let $\mathcal E$ be the macroscopic field inside the material, with no local-field corrections. If $p$ is the dipole per cell and $\alpha=dp/d\mathcal E$ at zero field, the polarisation is $P=p/(aA)$. From $D=\mathcal E+4\pi P$, the electronic relative permittivity along the chain is

$$\varepsilon_\infty=1+\frac{4\pi\alpha}{aA}.$$

## A dipole that records displacement

The Wannier function of the filled band in the home cell has amplitudes

$$w_{Rj}=\frac{a}{2\pi}\int dk\,e^{ikx_{Rj}}u_j(k)$$

over one period. Multiply by $x_{Rj}$, write $x e^{ikx}=-i\partial_k e^{ikx}$, and integrate by parts. The boundary term vanishes because $e^{ikx_{Rj}}u_j$ is periodic in $k$. Thus $xw$ is the same transform applied to $i\partial_ku_j$, and orthogonality of the Bloch waves gives the centre

$$\bar x=\langle w|x|w\rangle=\frac{a}{2\pi}\int dk\,\langle u_k|i\partial_ku_k\rangle.$$

Differencing computed eigenvectors directly would fail here, because a diagonalisation returns each $u_k$ with an arbitrary phase. On a mesh of $N$ points with spacing $\Delta k=2\pi/(Na)$, the remedy is to use overlaps. For smooth phases,

$$\langle u_k|u_{k+\Delta k}\rangle\simeq1-i\Delta k\langle u_k|i\partial_ku_k\rangle,$$

so minus the phase of each overlap is one term of the integral. Hence

$$\bar x=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_k\langle u_k|u_{k+\Delta k}\rangle .$$

Every $u_k$ appears once as a bra and once as a ket, so arbitrary phases cancel. The last link is closed with the boundary condition on $u_j$. The logarithm leaves $\bar x$ undefined by multiples of $a$, which reflects the freedom to assign the Wannier function to another cell. The electronic dipole $p=-2\bar x$ is therefore defined modulo $2a$. Its change is unambiguous if one branch is followed from zero field.

## Selecting the polarised insulator

An electron of charge $-1$ has potential energy $+\mathcal E x$. Instead of putting the unbounded operator $x$ into a periodic Hamiltonian, use the Wannier centre and define the enthalpy per cell

$$F=2\left[\frac1N\sum_k\langle u_k|H_k|u_k\rangle+\mathcal E\bar x\right]=E_{\rm band}-\mathcal E p.$$

The search is confined to one filled periodic state at each $k$, and it follows the local minimum connected to the zero-field insulator. The restriction to periodic states does not by itself exclude distant electron transfers, since a transfer repeated in every cell is also periodic. The finite mesh limits them: each of the $N$ overlaps contributes a phase of at most $\pi$ in size, so $\bar x$ can record displacements only up to the order of $Na$. In a weak enough field the energy gained over that distance cannot pay for the gap, and the local minimum survives. The solution represents a metastable state, and tunnelling across the gap is left out.

To find the minimum, vary each $u_k$. It occurs in two overlaps:

$$\delta\bar x=-\frac a{2\pi}\mathrm{Im}\sum_k\left[\frac{\langle\delta u_k|u_{k+\Delta k}\rangle}{\langle u_k|u_{k+\Delta k}\rangle}+\frac{\langle u_{k-\Delta k}|\delta u_k\rangle}{\langle u_{k-\Delta k}|u_k\rangle}\right].$$

Replace the second fraction by its complex conjugate, which reverses the sign of its imaginary part. With

$$D_k=\frac{u_{k+\Delta k}}{\langle u_k|u_{k+\Delta k}\rangle}-\frac{u_{k-\Delta k}}{\langle u_k|u_{k-\Delta k}\rangle},$$

and $-\mathrm{Im}\,z=\mathrm{Re}(iz)$, this becomes

$$\delta\bar x=\frac a{2\pi}\sum_k\mathrm{Re}\langle\delta u_k|iD_k\rangle .$$

The band term varies by $(2/N)\sum_k\mathrm{Re}\langle\delta u_k|H_ku_k\rangle$. Since $a/(2\pi)=1/(N\Delta k)$, the two parts combine into

$$\frac{\delta F}{2}=\frac2N\sum_k\mathrm{Re}\langle\delta u_k|H_ku_k+g_k\rangle,\qquad g_k=\frac{i\mathcal E}{2\Delta k}D_k.$$

Normalisation allows $\delta u_k$ to be orthogonal to $u_k$, or to be a change of phase, which leaves $F$ unchanged. Stationarity thus requires

$$Q_k(H_ku_k+g_k)=0,\qquad Q_k=1-|u_k\rangle\langle u_k|.$$

Both fractions in $D_k$ have overlap $1$ with $u_k$, so $\langle u_k|D_k\rangle=0$. The vector $D_k$ does not depend on the phases of the neighbours and carries the phase of $u_k$ itself. Moreover, reversing $\Delta k$ exchanges its two terms, so $D_k$ is odd in $\Delta k$. Expanding for smooth phases then gives

$$\frac{D_k}{2\Delta k}=Q_k\partial_ku_k+O(\Delta k^2).$$

The field term is thus a central difference that can be taken between eigenvectors of arbitrary phase.

The stationary equation can be solved by diagonalisation. Form the Hermitian matrix

$$T_k=H_k+|g_k\rangle\langle u_k|+|u_k\rangle\langle g_k|.$$

Because $\langle g_k|u_k\rangle=0$, one has $T_ku_k=H_ku_k+g_k$. Thus $u_k$ is an eigenvector of $T_k$ precisely when the stationary equation holds. The algorithm is:

1. Start from the filled eigenvectors at zero field.
2. Compute all $D_k$ and $g_k$ from the current states.
3. Stop if $Q_k(H_ku_k+g_k)$ is negligible at every $k$.
4. Otherwise replace each $u_k$ by the lower eigenvector of $T_k$ and return to step 2.

The field must be small on a scale that depends on the mesh. If each state is changed by an amplitude $\eta$, the band energy rises by about $E_g\eta^2$ per state. The second variation of $\mathcal E\bar x$ couples neighbouring changes with strength of order $\mathcal E a\eta^2/(2\pi)$ per link. Multiplying by $N$ to compare it with the band cost gives the ratio

$$r\sim\frac{Na\mathcal E}{2\pi E_g}=\frac{\mathcal E}{\Delta k\,E_g}.$$

For $r\ll1$ the minimum survives. The same estimate governs the iteration, since an error $\eta$ in the neighbours changes $g_k$ by about $(\mathcal E/\Delta k)\eta$, and diagonalisation divides that by the gap. This factor applies to errors that vary rapidly from one $k$ to the next; the smooth error of the zero-field start shrinks faster. Refining the mesh at fixed field eventually spoils both: beyond $r\approx1$ the stationary point is a saddle and rapidly varying errors grow with each round. The stopping test of step 3 does not detect this, because from the zero-field start the residual can fall to rounding level before the growth shows, so $r$ must be checked separately. The order of limits is therefore field to zero first, then $N$ to infinity.

## Differentiation and the matching linear response

On one branch, write $p=p_0+\alpha\mathcal E+\beta\mathcal E^2+\gamma\mathcal E^3+\dots$. The central difference

$$\alpha(\mathcal E)=\frac{p(\mathcal E)-p(-\mathcal E)}{2\mathcal E}=\alpha+\gamma\mathcal E^2+\dots$$

removes the quadratic term $\beta$. Combining two fields as $[4\alpha(\mathcal E/2)-\alpha(\mathcal E)]/3$ removes $\gamma$ as well.

If this number is compared at once with the usual perturbation integral, a mesh error can look like a fault in the field calculation. The proper partner is the linear response of the same discretised enthalpy. Let $v_k$ and $c_k$ be the filled and empty states at zero field, with energies $\epsilon_v$ and $\epsilon_c$ and gap $E_g(k)=\epsilon_c-\epsilon_v$. To first order put $u_k=v_k+\mathcal E\eta_kc_k$. The stationary equation says $H_ku_k+g_k=\lambda_ku_k$, where $\lambda_k=\epsilon_v$ to this order. Project onto $c_k$:

$$\epsilon_c\eta_k+\frac{i}{2\Delta k}\langle c_k|D_k\rangle=\epsilon_v\eta_k,\qquad \eta_k=-\frac{i\langle c_k|D_k\rangle}{2\Delta k\,E_g(k)}.$$

Here $D_k$ is built from zero-field states, since $g_k$ already contains one factor of $\mathcal E$. Insert $\delta u_k=\mathcal E\eta_kc_k$ into $\delta\bar x$. The factor $\eta_k^*$ contributes $+i$, which multiplies the $i$ already present to give $-1$:

$$\delta\bar x=-\frac{\mathcal E}{N\Delta k}\sum_k\frac{|\langle c_k|D_k\rangle|^2}{2\Delta k\,E_g(k)}.$$

Since $p=-2\bar x$,

$$\alpha_N=\frac4N\sum_k\frac{|\langle c_k|D_k/(2\Delta k)\rangle|^2}{E_g(k)}.$$

This is the zero-field derivative of the Berry-phase dipole at the same finite $N$, with no mesh error between the two. It is positive: electrons shift towards negative $x$ in a positive field.

For $N\to\infty$, $D_k/(2\Delta k)$ becomes $Q_k\partial_kv_k$. Differentiating $H_kv_k=\epsilon_vv_k$ and projecting onto $c_k$ gives

$$\langle c_k|\partial_kH_k|v_k\rangle+\epsilon_c\langle c_k|\partial_kv_k\rangle=\epsilon_v\langle c_k|\partial_kv_k\rangle,$$

so $\langle c_k|\partial_kv_k\rangle=-\langle c_k|\partial_kH_k|v_k\rangle/E_g$. The sum becomes the perturbation-theory result

$$\alpha=4\,\frac a{2\pi}\int dk\,\frac{|\langle c_k|\partial_kH_k|v_k\rangle|^2}{E_g(k)^3}.$$

The finite difference causes an error of order $\Delta k^2$, hence $1/N^2$. Replacing the integral of a smooth periodic function by an equally spaced sum adds an error that falls faster than any power of $1/N$.

## What the two-band integral says

The band energies are $\pm w$, with $w^2=\Delta^2+|h|^2$ and $E_g=2w$. Because $\Delta$ is constant, $\partial_kH_k$ has only the off-diagonal elements $h'$ and $h'^*$, and its square is $|h'|^2$ times the unit matrix. Inserting the complete pair $v_k,c_k$ gives

$$|h'|^2=|\langle v_k|\partial_kH_k|v_k\rangle|^2+|\langle c_k|\partial_kH_k|v_k\rangle|^2.$$

The first element is the band slope $-w'$. Therefore

$$\alpha=\frac a{4\pi}\int dk\,\frac{|h'|^2-(w')^2}{w^3},$$

with

$$|h|^2=t_1^2+t_2^2+2t_1t_2\cos ka,$$
$$|h'|^2=\tau^2t_1^2+(a-\tau)^2t_2^2-2\tau(a-\tau)t_1t_2\cos ka.$$

For $t_2=0$ the crystal is a row of separate dimers. Then $w'=0$, $|h'|^2=\tau^2t_1^2$, and $\alpha=\tau^2t_1^2/(2w^3)$. A direct calculation agrees. The field raises site B by $\mathcal E\tau$, so two electrons have energy $\mathcal E\tau-2\sqrt{(\Delta+\mathcal E\tau/2)^2+t_1^2}$, and minus its second derivative at zero field is the same expression.

The opposite limit is a small gap, with $\Delta$ and $|t_1-t_2|$ much smaller than $t\simeq t_1\simeq t_2$. Let $w_0$ be half the minimum gap and $q$ the distance from $k=\pi/a$. Near that point $w^2\simeq w_0^2+a^2t^2q^2$ and $|h'|^2\simeq a^2t^2$, so the numerator is $a^2t^2w_0^2/w^2$. With $\int_{-\infty}^{\infty}ds\,(1+s^2)^{-5/2}=4/3$,

$$\alpha\simeq\frac a{4\pi}\int dq\,\frac{a^2t^2w_0^2}{w^5}=\frac{a^2t}{3\pi w_0^2}.$$

The response diverges as the inverse square of the gap. It comes from a region of width $w_0/(at)$, which the mesh must resolve; the finer mesh and smaller gap both lower the usable field. At zero gap the scheme has no insulating state to follow.

## A worked chain

Take the round parameters $a=8$ bohr, $\tau=3.6$ bohr, $\Delta=0.10$, $t_1=0.12$, $t_2=0.08$ hartree and $A=30$ bohr². The minimum gap, at $k=\pi/a$, is $2\sqrt{0.10^2+0.04^2}=0.2154$ hartree, or 5.86 eV.

With $N=80$ and $\mathcal E=10^{-4}$ atomic units ($5.14\times10^7$ V/m), $Na\mathcal E=0.064$ hartree and $r\approx0.064/(2\pi\times0.2154)\approx0.05$. Six rounds of diagonalisation bring every component of the residual below $10^{-14}$ hartree. The Wannier centre lies at 0.31732016 bohr without the field, at 0.31467042 bohr for $+\mathcal E$, and at 0.31997017 bohr for $-\mathcal E$. These small shifts stay on one branch, and

$$\alpha(10^{-4})=\frac{-2(0.31467042-0.31997017)}{2\times10^{-4}}=52.9975\ \text{bohr}^3.$$

The many digits here serve to separate the numerical errors; the model itself does not merit them as a description of a material. On the same mesh:

| Calculation, $N=80$ | $\alpha$ (bohr³) |
|---|---|
| $\mathcal E=10^{-4}$ | 52.9975338 |
| $\mathcal E=5\times10^{-5}$ | 52.9969505 |
| $\mathcal E=2.5\times10^{-5}$ | 52.9968047 |
| Last two fields extrapolated | 52.9967561 |
| Linear response $\alpha_N$ | 52.9967561 |

Relative to $\alpha_N$, the first two errors are $7.78\times10^{-4}$ and $1.94\times10^{-4}$ bohr³. Their ratio is 4.00, as the $\gamma\mathcal E^2$ term requires.

The enthalpy offers another route to the same number. At a stationary point the change of the states does not contribute to first order, so $dF/d\mathcal E=2\bar x=-p$ and $\alpha=-d^2F/d\mathcal E^2$. A second difference of $F$ with field step $2.5\times10^{-5}$ gives 52.99678 bohr³. Integrating the series for $p$ shows that this estimate equals $\alpha+\gamma\mathcal E^2/2$, half the field error of the dipole difference, which accounts for the last digit.

The mesh error is larger than these field errors. The perturbation integral, summed on 400 points, is 53.040504 bohr³, and relative to it the discrete linear response behaves as follows:

| $N$ | $\alpha_N$ (bohr³) | Error |
|---|---|---|
| 20 | 52.3597 | −1.28 % |
| 40 | 52.8665 | −0.328 % |
| 80 | 52.9968 | −0.0825 % |
| 160 | 53.0296 | −0.0206 % |
| 320 | 53.0378 | −0.0052 % |

Doubling $N$ divides the error by nearly four. Field-extrapolated calculations at $N=80$ and $160$ therefore combine to

$$\frac{4\times53.0295512-52.9967561}{3}=53.04048\ \text{bohr}^3,$$

which is below the integral by about $4\times10^{-7}$ of its value.

The naive method does work for a finite open chain, whose position operator is well defined, provided the potential drop along it is far below the gap of the finite chain itself, which end states can make smaller than that of the crystal. Diagonalising chains of 40 and 60 cells with the potential $\mathcal Ex$, at $\mathcal E=\pm2\times10^{-6}$, and dividing the difference of their polarisabilities by 20 cells cancels the contribution of the ends. The result is 53.040504 bohr³, obtained with neither a Berry phase nor a $k$ mesh.

The permittivity follows as

$$\varepsilon_\infty=1+\frac{4\pi\times53.0405}{8\times30}=3.777.$$

Moving orbital B to $\tau=a/2$ with the same hoppings leaves $w$, and so both bands, unchanged, yet $\varepsilon_\infty$ becomes 3.961. The formula for $|h'|^2$ shows why. Its derivative with respect to $\tau$ is $a(t_1^2-t_2^2)-(a-2\tau)|h|^2$. Between $\tau=3.6$ and 4 bohr the first term is 0.064 and the second at most $0.8\times0.04=0.032$, in hartree² bohr, so the numerator grows at every $k$. Band energies alone do not fix the permittivity; the positions of the orbitals are needed too.

## From electronic to static permittivity

A gate insulator in a slowly varying field also responds through its ions. Let $s$ be one ionic displacement from equilibrium, $K$ its stiffness per cell at zero field, and $Z=\partial p/\partial s$ with the ionic charge included in $p$. To second order the enthalpy is

$$F=F_0-p_0\mathcal E-\tfrac12\alpha\mathcal E^2-Zs\mathcal E+\tfrac12Ks^2.$$

Minimising over $s$ gives $s=Z\mathcal E/K$, and substitution adds $-Z^2\mathcal E^2/(2K)$. At fixed cell length the static polarisability is therefore $\alpha+Z^2/K$, and soft, strongly charged displacements raise it most. The value 3.777 contains none of this: it is the clamped-ion permittivity of independent electrons. If the electrons interact, $H_k$ itself changes with the induced charge, and that change must enter both the finite-field iteration and the linear response.
